# Why the trapezoidal rule beats Simpson's rule on a logarithmic grid

**Question.** Radial integrals of atomic orbitals can be computed on a grid whose points are equally spaced in $\ln r$. Simpson's rule is of higher order in the step than the trapezoidal rule. Why can the trapezoidal rule nevertheless be far more accurate on this grid, under what condition is it so, and what must be added for the interval between $r=0$ and the first grid point?

**Answer.**

## What the change of variable does

Take the grid $r_j=r_0e^{jh}$, $j=0,1,\dots,N$, with $N$ even, and put $x=\ln r$. Since $dr=r\,dx$,
$$\int_0^\infty f(r)\,dr=\int_{-\infty}^{\infty}g(x)\,dx,\qquad g(x)=r f(r),\quad r=e^x .$$
The grid covers $a=\ln r_0$ to $b=\ln r_N$. The integrand $f$ is assumed smooth, exponentially decaying at large $r$ together with all its derivatives, and given near the nucleus by
$$f(r)=\sum_{k\ge0}a_k r^{p_k-1},\qquad p_k=p+k,\quad p>0,$$
a series that converges absolutely for $r\le r_0$. There $g=\sum_k a_ke^{p_kx}$. So $g$ and all its derivatives die out in both directions: as $e^{px}$ on the left, and faster still on the right. This matters because the power-law errors of the trapezoidal rule come from the ends of the range.

## Where the powers of h come from

The Bernoulli polynomials satisfy $B_1(t)=t-\tfrac12$ and $B_n'=nB_{n-1}$, with $B_n(1)=B_n(0)\equiv B_n$ for $n\ge2$. Integrating by parts twice on one unit interval gives
$$\int_0^1\!\phi\,dt=\frac{\phi(0)+\phi(1)}2-\int_0^1\!B_1\phi'\,dt,$$
$$\int_0^1\!B_1\phi'\,dt=\frac{B_2}{2}\big[\phi'(1)-\phi'(0)\big]-\frac12\int_0^1\!B_2\phi''\,dt .$$
Further integrations continue the pattern. The terms with odd $n\ge3$ drop out, because $B_n(1-t)=(-1)^nB_n(t)$ then forces $B_n=0$. Now set $\phi(t)=g(x_j+ht)$, so that each derivative brings a factor $h$, multiply by $h$ and add all intervals. Derivatives at interior points cancel between neighbours, which leaves the Euler-Maclaurin formula
$$T_h-\int_a^b g\,dx=\sum_{m=1}^{M}\frac{B_{2m}h^{2m}}{(2m)!}\Big[g^{(2m-1)}(b)-g^{(2m-1)}(a)\Big]+R_M,$$
$$R_M=-\frac{h^{2M}}{(2M)!}\int_a^b B_{2M}\!\left(\left\{\tfrac{x-a}{h}\right\}\right)g^{(2M)}(x)\,dx .$$
Here $T_h$ is the trapezoidal sum, with half weight at both ends, and $\{\cdot\}$ is the fractional part. With $B_2=\frac16$, $B_4=-\frac1{30}$ and a negligible upper end,
$$T_h-\int_a^b g\,dx=-\frac{h^2}{12}g'(a)+\frac{h^4}{720}g'''(a)-\dots \tag{1}$$

If $r_0$ is so small that the lower-end terms are negligible too, the error is $R_M$ for every choice of $M$. In the limit $r_0\to0$ it is bounded by a constant times $h^{2M}$ for every $M$, and so falls faster than any power of $h$: the second-order error of the rule resides entirely in the end terms. At fixed $r_0$ this behaviour lasts only until the remainder has dropped to the size of $h^2g'(a)/12$; for still smaller $h$ that term takes over again.

## What Simpson's rule does instead

Simpson's weights are $\frac h3(1,4,2,4,\dots,4,1)$, which is the combination
$$S_h=\frac{4T_h-T_{2h}}3 .\tag{2}$$
Indeed, odd points get $\frac{4h}3$, interior even points $\frac{4h-2h}3=\frac{2h}3$, and end points $\frac{2h-h}3=\frac h3$. In the end terms, $h^2$ is replaced by $\frac{4h^2-4h^2}3=0$ and $h^4$ by $\frac{4h^4-16h^4}3=-4h^4$. By (1), the leading error becomes
$$S_h-\int_a^b g\,dx\simeq-\frac{h^4}{180}g'''(a).\tag{3}$$
That is a gain when the $h^2$ end term matters. When it does not, there is nothing to cancel, and (2) merely mixes in a sum taken with the doubled step.

## How small the remaining error is

Extend the sum to all integers $j$ and shift the grid by $\xi$. The function $h\sum_jg(x_0+jh+\xi)$, with $x_0=\ln r_0$, has period $h$ in $\xi$. Its Fourier coefficients, with $k_m=2\pi m/h$, are
$$\frac1h\int_0^h h\sum_j g(x_0+jh+\xi)e^{-ik_m\xi}d\xi=\int_{-\infty}^\infty g(x)e^{-ik_m(x-x_0)}dx=\hat g(k_m)e^{ik_mx_0},$$
where $\hat g(k)=\int g\,e^{-ikx}dx$; the pieces join into one integral because $e^{-ik_mjh}=1$. Setting $\xi=0$ and pairing $m$ with $-m$ for real $g$,
$$h\sum_{j=-\infty}^\infty g(x_j)=\int_{-\infty}^\infty g\,dx+A(h),\qquad A(h)=2\,\mathrm{Re}\sum_{m\ge1}\hat g(k_m)e^{ik_mx_0}.\tag{4}$$
This is aliasing: a wave of wavenumber $2\pi/h$ has the same phase at every grid point, so the sum cannot tell it from a constant.

For $f=r^{p-1}e^{-\alpha r}$ the transform is a gamma function,
$$\hat g(k)=\int_0^\infty r^{p-ik-1}e^{-\alpha r}dr=\alpha^{-p+ik}\,\Gamma(p-ik).$$
For integer $p$ its size follows from the reflection formula, $|\Gamma(1+ik)|^2=\pi k/\sinh\pi k$, and the recursion $\Gamma(z+1)=z\Gamma(z)$:
$$|\Gamma(p-ik)|^2=\frac{\pi k}{\sinh\pi k}\prod_{n=1}^{p-1}(n^2+k^2)\;\to\;2\pi k^{2p-1}e^{-\pi k}\quad(k\to\infty).$$
Hence $|\Gamma(p-ik)|\to\sqrt{2\pi}\,k^{p-1/2}e^{-\pi k/2}$. With $k=2\pi/h$, the trapezoidal error falls as $e^{-\pi^2/h}$ times a power of $1/h$.

By (2), Simpson's rule extended over the whole line has the error
$$\frac{4A(h)-A(2h)}3 .\tag{5}$$
The second term samples $\hat g$ at $k=\pi/h$ and falls only as $e^{-\pi^2/(2h)}$. For small $h$ it dominates, so Simpson's rule with step $h$ performs about as the trapezoidal rule with step $2h$, apart from a factor $\frac13$. The weights show the cause: in the interior they are $h[1-\frac13(-1)^j]$, and the alternating part picks up the wave of wavenumber $\pi/h$ in $g$.

The exponent has a geometric origin. At complex argument, $|e^{-\alpha e^{x+iy}}|=e^{-\alpha e^x\cos y}$ decays at large $x$ as long as $|y|<\pi/2$. Moving the integration path to $x-iy$ with $0<y<\pi/2$ gives $\hat g(k)$ a factor $e^{-ky}$, and $y$ may come as close to $\pi/2$ as one likes. For a Gaussian $e^{-\alpha r^2}$ the condition is $\cos2y>0$, or $|y|<\pi/4$, which halves the exponent.

## The omitted interval

A real grid stops at $r_0$. The missing integral follows term by term,
$$\int_0^{r_0}f\,dr=\sum_k\frac{a_kr_0^{p_k}}{p_k}.\tag{6}$$
Adding it to $T_h$ is not enough, because the end terms in (1) remain. Both are recovered by supplying what $T_h$ lacks compared with the infinite sum in (4): half the weight at $r_0$, and all the points with $j<0$. For one power $e^{px}$, in units of $r_0^p$, these amount to
$$\frac h2+h\sum_{n=1}^\infty e^{-pnh}=\frac h2+\frac h{e^{ph}-1}=\frac h2\,\frac{e^{ph}+1}{e^{ph}-1}=\frac h2\coth\frac{ph}2\equiv w_h(p).$$
Therefore, with a negligible upper end,
$$\boxed{\int_0^\infty f\,dr=T_h+\sum_k a_kr_0^{p_k}\,\frac h2\coth\frac{p_kh}2-A(h)}\tag{7}$$

The link with Euler-Maclaurin is the expansion
$$w_h(p)=\frac1p+\frac{ph^2}{12}-\frac{p^3h^4}{720}+\dots$$
The first term is the omitted integral (6). The others are the end terms of (1) with reversed sign, since $g'(a)=\sum_kp_ka_kr_0^{p_k}$ and $g'''(a)=\sum_kp_k^3a_kr_0^{p_k}$. The expansion converges for $ph<2\pi$; the closed form needs no such limit.

## The coefficients for an atomic orbital

Let $f=P^2r^{-q}$, where $P$ solves the nonrelativistic radial equation (Hartree atomic units)
$$-\tfrac12P''+\Big[\frac{l(l+1)}{2r^2}+V\Big]P=EP,\qquad V=-\frac Zr+\text{(finite at } r=0).$$
This describes a point nucleus and a local screening potential that stays finite at the nucleus, such as the Hartree potential plus a local-density exchange-correlation potential. Insert $P\propto r^{l+1}(1+cr+\dots)$ and collect the terms in $r^l$:
$$-\frac c2\big[(l+2)(l+1)-l(l+1)\big]-Z=-c(l+1)-Z=0\;\Rightarrow\; c=-\frac Z{l+1}.$$
Squaring $P$ doubles the linear coefficient, so
$$p=2l+3-q,\qquad \frac{a_1}{a_0}=-\frac{2Z}{l+1}\equiv\gamma .$$
Screening of this finite kind and the orbital energy enter only in later coefficients. A gradient-corrected (GGA) potential is not finite: the density cusp gives it a term $-\delta/r$, with $\delta\approx0.03$ for PBE at a neon-like density. Then $Z$ in $\gamma$ must be replaced by $Z+\delta$; otherwise the error of the correction (8) below falls only as $r_0^{p+1}$. A nucleus of finite size removes the $-Z/r$ singularity and changes $\gamma$.

The value $f(r_0)$ fixes $a_0$ through $r_0f(r_0)\simeq a_0r_0^p(1+\gamma r_0)$. Two terms of the series then give a correction that needs no fit:
$$C\simeq r_0f(r_0)\,\frac{w_h(p)+\gamma r_0\,w_h(p+1)}{1+\gamma r_0}.\tag{8}$$
The neglected $a_2$ shifts the inferred $a_0r_0^p$ by $a_2r_0^{p+2}$ and is also missing from the series. The leading error of (8) is thus $a_2r_0^{p+2}[w_h(p)-w_h(p+2)]$. The formula requires $|\gamma| r_0\ll1$.

## Numbers: aliasing alone

Take the hydrogen-like 2s orbital with $Z=10$,
$$P^2=\frac{Z^3}2r^2\Big(1-Zr+\frac{Z^2r^2}4\Big)e^{-Zr}.$$
With $\int_0^\infty r^ne^{-Zr}dr=n!/Z^{n+1}$, its norm is $\frac12(2-6+6)=1$. For this integral $p=3$, and a grid starting near $10^{-6}$ bohr makes the lower end negligible. The grid extends to at least 8 bohr. The table gives the largest error among 40 shifts of the grid spread over two steps, relative to a norm of 1; because the shifts are discrete, these values lie up to 1% below the true worst case.

| $h$ | points | trapezoid | Simpson |
|---|---|---|---|
| 0.50 | 33 | $1.50\times10^{-4}$ | $4.58\times10^{-2}$ |
| 0.40 | 41 | $2.92\times10^{-6}$ | $1.03\times10^{-2}$ |
| 0.30 | 55 | $2.86\times10^{-9}$ | $6.00\times10^{-4}$ |
| 0.25 | 65 | $8.97\times10^{-12}$ | $5.02\times10^{-5}$ |

The numerical check confirms these errors against the Fourier prediction. Equation (5) can be read off directly: one third of the trapezoidal error at $h=0.50$ is $5.0\times10^{-5}$, which is the Simpson error at $h=0.25$.

For the Gaussian integrand $r^2e^{-r^2}$, whose integral is $\sqrt\pi/4$, the largest absolute trapezoidal error among the same 40 shifts is $8.38\times10^{-8}$ at $h=0.25$. The substitution $s=r^2$ gives $\hat g(k)=\frac12\Gamma\big(\frac{3-ik}2\big)$, so the prediction $2|\hat g(2\pi/h)|$ is $8.43\times10^{-8}$. The rule still converges exponentially, at the slower rate.

## Numbers: a lower end that matters

For $\langle r^{-2}\rangle$ of the same orbital, $p=1$, and the value is
$$\frac{Z^3}2\Big(\frac1Z-\frac1Z+\frac1{2Z}\Big)=\frac{Z^2}4=25\ \text{bohr}^{-2}.$$
Choose $r_0=10^{-3}$ bohr and $h=0.25$, which needs 37 points to reach 8 bohr. Multiplying the polynomial by the series of $e^{-Zr}$ gives
$$a_0=\frac{Z^3}2=500,\quad a_1=-2Za_0=-10^4,\quad a_2=\Big(\frac12+1+\frac14\Big)Z^2a_0=87\,500$$
in the corresponding atomic units. The omitted integral is
$$0.5-\frac{0.01}2+\frac{8.75\times10^{-5}}3+\dots=0.495029\ \text{bohr}^{-2},$$
about 2% of the result.

Adding only this integral gives, in bohr$^{-2}$,
$$\text{trapezoid: }24.502472+0.495029=24.997501,$$
$$\text{Simpson: }24.504936+0.495029=24.999965.$$
The errors are $-2.50\times10^{-3}$ and $-3.5\times10^{-5}$: here Simpson's rule wins. The trapezoidal error is the end term of (1). With $g'(a)\simeq0.5-2(0.01)+3(8.75\times10^{-5})=0.4803$, one finds $-h^2g'(a)/12=-2.50\times10^{-3}$.

The full correction in (7) is $0.497528$ bohr$^{-2}$, and $24.502472+0.497528=25.000000$. The remaining error is $1.3\times10^{-12}$ bohr$^{-2}$. Simpson's rule, completed in the same way with $\frac13[4w_h(p_k)-w_{2h}(p_k)]$ in place of $w_h(p_k)$, keeps an error of $-2.6\times10^{-5}$ bohr$^{-2}$. This is aliasing, which no treatment of the end removes.

The series itself converges quickly at this $r_0$. With one, two, three and four terms the trapezoidal errors are $5.1\times10^{-3}$, $-3.0\times10^{-5}$, $1.2\times10^{-7}$ and $-3.7\times10^{-10}$ bohr$^{-2}$. The practical formula (8) leaves $5.8\times10^{-5}$ bohr$^{-2}$. Starting at $r_0=10^{-4}$ bohr reduces this to $5.7\times10^{-8}$ bohr$^{-2}$, a factor of about $10^3$, as the power $r_0^{p+2}=r_0^3$ requires.

## When the advantage holds

The trapezoidal rule wins when its end terms are negligible or included, and when $h$ is small enough for the exponential law to have set in. The comparison is between the worst errors over shifts of the grid: by (4), $A(2h)$ oscillates with $x_0$, so Simpson's error can vanish by accident at particular positions of the grid. That law needs $g$ to be analytic and decaying in a strip around the real $x$ axis, as for the exponential and Gaussian factors above; a half-width $d$ gives an error of order $e^{-2\pi d/h}$. The strip can be much narrower than $\pi/2$ when $f$ contains a fractional power of the density, which has branch points where the density vanishes at complex $r$. For $\int P_{2s}^2\,n^{1/3}dr$ with a model neon density the observed rate corresponds to $d\approx0.5$; the trapezoidal rule still wins, but needs a smaller $h$ than the table suggests. Smoothness alone gives an error falling faster than any power of $h$, and a jump in a derivative of $f$ inside the range brings back a power of $h$. If only the omitted integral is added, its leading error is about $h^2pa_0r_0^p/12$, and this must be smaller than Simpson's aliasing error $|A(2h)|/3$. Small $p$ is therefore the demanding case. For $r^{-2}$ in an s orbital $p=1$, and either a smaller $r_0$ or the correction (7) is needed; for $l\ge1$ the same operator has $p=2l+1\ge3$, and the end terms fall at least as fast as $r_0^3$.

The same reasoning applies at the outer end. If the integral stops at a finite radius where $g$ has not died out, the term $+h^2g'(b)/12$ returns and the trapezoidal rule is again of second order. Simpson's cancellation of the $h^2$ term then has a purpose, unless that end is corrected as well.

## Numbers as computed

```
nuclear charge Z = 10; orbital 2s
norm integral, first radius about 1e-6 bohr, worst errors over shifts
h = 0.50, 33 points: trapezoid 1.50e-04, Simpson 4.58e-02
   Fourier prediction: trapezoid 1.51e-04, Simpson 4.56e-02
h = 0.40, 41 points: trapezoid 2.92e-06, Simpson 1.03e-02
   Fourier prediction: trapezoid 2.95e-06, Simpson 1.03e-02
h = 0.30, 55 points: trapezoid 2.86e-09, Simpson 6.00e-04
   Fourier prediction: trapezoid 2.86e-09, Simpson 6.00e-04
h = 0.25, 65 points: trapezoid 8.97e-12, Simpson 5.02e-05
   Fourier prediction: trapezoid 9.01e-12, Simpson 5.04e-05
|Gamma(3-ik)| at k = 25.133: 5.7035e-14, asymptotic 5.6811e-14
exp(-pi^2/h) = 7.16e-18, exp(-pi^2/(2h)) = 2.68e-09 at h = 0.25
integral of r^2 exp(-r^2), h = 0.25: trapezoid error 8.38e-08, predicted 8.43e-08
<r^-2>: exact 25.000000 bohr^-2; r0 = 0.001 bohr, h = 0.25, 37 points
omitted integral from 0 to r0: 0.49502905 bohr^-2
cut trapezoid 24.50247188, cut Simpson 24.50493574 bohr^-2
errors below in bohr^-2
h = 0.1, omitted integral added: trapezoid -4.0016e-04, Simpson -2.3450e-07
   leading end terms: trapezoid -4.0022e-04, Simpson -2.3463e-07
h = 0.25, omitted integral added: trapezoid -2.499e-03, Simpson -3.520e-05
end correction added to trapezoid: 0.49752812 bohr^-2
h = 0.25, full completion: trapezoid 1.3e-12, Simpson -2.607e-05
   aliasing formula: trapezoid 1.3e-12, Simpson -2.607e-05
trapezoid with 1 series term(s): error 5.073e-03
trapezoid with 2 series term(s): error -3.040e-05
trapezoid with 3 series term(s): error 1.236e-07
trapezoid with 4 series term(s): error -3.734e-10
screened atom, l = 0: slope of ln(P/r^(l+1)) = -10.0015 bohr^-1, -Z/(l+1) = -10.0000
screened atom, l = 1: slope of ln(P/r^(l+1)) = -4.9994 bohr^-1, -Z/(l+1) = -5.0000
f(r0) and cusp only, r0 = 1e-03 bohr: correction 0.49758610, error 5.798e-05
f(r0) and cusp only, r0 = 1e-04 bohr: correction 0.05020920, error 5.749e-08
observed power of r0 in this error: 3.004
integral of r^1.7 exp(-r), r0 = 0.01: correction 1.5186e-06, final error 2.6e-14
```
